# The Vertical-Gap Identity and Marcus Parabolas at a Gold Electrode, part 1

(Sections cited here and not found follow in the second part.)

## I. From one oscillator to the general identity

Suppose that two free-energy curves for an electron transfer are drawn separately. A parabola is fitted to the reactant, another of different curvature to the product, and each is placed at the right height at its minimum. The two rates then come from the climbs out of the two wells to the point where the electron can jump. If the curves disagree there by an energy $\delta$, the ratio of forward to backward rate is wrong by a factor $e^{\pm\delta/kT}$. The model then predicts a net reaction at equilibrium. The cure is a relation between the two curves that leaves no freedom to draw them separately.

### The two states and their gap

Let $\Gamma$ be the positions and momenta of all nuclei, treated as classical. $H_0(\Gamma)$ is the energy when the electron is in the metal, and $H_1(\Gamma)$ the energy when it is on the dissolved ion. These are diabatic states: each keeps its electron in place while the nuclei move. Until Part II the metal electron sits at the Fermi level. The vertical gap is

$$X(\Gamma)=H_1(\Gamma)-H_0(\Gamma).$$

It is the energy needed to move the electron with all nuclei held still. An electron can jump without outside energy where $X=0$. Throughout, $T$ is the temperature, $k$ is Boltzmann's constant and $\beta=1/kT$.

### One oscillator

Take one coordinate $q$ of mass $M$ and stiffness $\kappa$. The transfer moves its rest position by $d>0$ and its energy minimum by $c$:

$$H_0=\frac{p^2}{2M}+\frac{\kappa q^2}{2},\qquad H_1=\frac{p^2}{2M}+\frac{\kappa(q-d)^2}{2}+c .$$

The kinetic energy cancels in the gap, and so do the terms in $q^2$:

$$X=\frac{\kappa d^2}{2}-\kappa d\,q+c=\lambda+c-\kappa d\,q,\qquad \lambda=\frac{\kappa d^2}{2}.$$

Each value $x$ of the gap therefore belongs to one position, $q=(\lambda+c-x)/(\kappa d)$. Put this into the reactant potential and use $\kappa d^2=2\lambda$:

$$\frac{\kappa q^2}{2}=\frac{(\lambda+c-x)^2}{2\kappa d^2}=\frac{(x-c-\lambda)^2}{4\lambda}.$$

For the product, $d=2\lambda/(\kappa d)$, so $q-d=-(x-c+\lambda)/(\kappa d)$ and

$$\frac{\kappa(q-d)^2}{2}+c=\frac{(x-c+\lambda)^2}{4\lambda}+c.$$

Changing variable from $q$ to $x$ brings the same constant factor $1/(\kappa d)$ to both probability densities, so it drops out of the difference of the curves. That difference is

$$c+\frac{(x-c+\lambda)^2-(x-c-\lambda)^2}{4\lambda}=c+\frac{4\lambda(x-c)}{4\lambda}=x .$$

As a limit, let $d\to0$. Then $\lambda\to0$, the gap has the single value $c$ everywhere, and both curves shrink to the point $x=c$. Their energies there still differ by $c$, as they must.

This case leaves a question open. The difference might equal $x$ because the potentials are harmonic, or because there is one coordinate. Neither is the reason.

### The general identity

Let $d\Gamma$ be a dimensionless phase-space measure, the same for both states, and let $w$ be a fixed unit of energy. Define

$$F_i(x)=-kT\ln\left[w\int d\Gamma\,e^{-\beta H_i(\Gamma)}\,\delta\big(X(\Gamma)-x\big)\right],\qquad i=0,1 .$$

The delta function has the dimension of an inverse energy, and $w$ makes the argument of the logarithm a pure number. Since $H_1=H_0+X$ and classical energies are ordinary numbers,

$$e^{-\beta H_1}=e^{-\beta H_0}\,e^{-\beta X}.$$

Insert this into the integral for $F_1$. The delta function admits only points with $X=x$, so $e^{-\beta X}$ may be replaced by $e^{-\beta x}$, which does not depend on $\Gamma$ and leaves the integral:

$$\int d\Gamma\,e^{-\beta H_1}\delta(X-x)=e^{-\beta x}\int d\Gamma\,e^{-\beta H_0}\delta(X-x).$$

Multiply by $w$, take the logarithm and multiply by $-kT$:

$$\boxed{F_1(x)=F_0(x)+x}$$

The result holds at every $x$ where the integrals are finite and not zero. Nothing was assumed about the shape of the potentials or the number of coordinates. Four things were assumed: classical nuclei, one temperature, one phase space for both states, and the gap itself as the coordinate.

The last condition matters. Along some other coordinate $s$, the same steps give

$$F_1(s)-F_0(s)=-kT\ln\left\langle e^{-\beta X}\right\rangle_{0,s},$$

where the average runs over reactant configurations with $s$ fixed. If $X$ still varies at fixed $s$, this is not the mean gap. Along $X$ itself nothing is left to average.

### Normalized curves and the zero of energy

A simulation usually delivers normalized gap densities $p_i(x)$. Let

$$A_i=-kT\ln\int d\Gamma\,e^{-\beta H_i},\qquad \Delta F=A_1-A_0 .$$

Dividing the square bracket in $F_i$ by $e^{-\beta A_i}$ gives $wp_i(x)$, hence $F_i(x)=A_i-kT\ln[wp_i(x)]$. Put this into the identity:

$$-kT\ln\frac{p_1(x)}{p_0(x)}=x-\Delta F,\qquad p_1(x)=p_0(x)\,e^{-\beta(x-\Delta F)} .$$

Two curves made from separately normalized histograms therefore differ by $x-\Delta F$. The constant returns once both are referred to one zero of energy.

Integrate the last relation over $x$. The left side gives 1, so

$$e^{-\beta\Delta F}=\int dx\,p_0(x)\,e^{-\beta x}=\left\langle e^{-\beta X}\right\rangle_0 .$$

At the crossing, $x=0$, the identity gives $F_1(0)=F_0(0)$ and

$$\frac{p_0(0)}{p_1(0)}=e^{-\beta\Delta F}.$$

If both rates are proportional to the density at the crossing with one common factor, their ratio is the equilibrium constant. This is the consistency that separately drawn curves lack.

### What the identity forbids

Where the curves are smooth, differentiate twice:

$$F_1'(x)=F_0'(x)+1,\qquad F_1''(x)=F_0''(x).$$

At the same value of $x$, the curvatures are equal. If one curve is a parabola over the whole range, the other is a parabola of the same curvature. Two parabolas of unequal curvature along the gap are impossible for classical nuclei.

The two wells may still have different widths, because their minima lie at different $x$. The product minimum lies where $F_0'=-1$, on the side of the reactant curve and not at its minimum. If $F_0$ is not a parabola, its curvature there can differ from that at its own minimum.

### A limit and an anharmonic test

When the gap stays small compared with $kT$, expand the exponential average:

$$\left\langle e^{-\beta X}\right\rangle_0=1-\beta\langle X\rangle_0+\frac{\beta^2}{2}\langle X^2\rangle_0-\dots$$

With $\ln(1+y)=y-y^2/2+\dots$, the terms up to $\beta^2$ in the logarithm are $-\beta\langle X\rangle_0+\tfrac12\beta^2(\langle X^2\rangle_0-\langle X\rangle_0^2)$. Multiplication by $-kT$ gives

$$\Delta F=\langle X\rangle_0-\frac{\beta\sigma_0^2}{2}+\dots,$$

where $\sigma_0^2$ is the variance of the gap in the reactant. The first term is the mean vertical gap in the reactant. The second is the leading gain from nuclear fluctuations.

The identity was also tested with an anharmonic reactant and a harmonic product of different stiffness, so that the gap is not Gaussian in either state. With dimensionless coordinates $q,r$ and energies in eV, the potentials were

$$U_0=0.03q^2+0.004q^4+0.03r^2,$$

$$U_1=0.05(q-1.2)^2+0.04(r+0.8)^2+0.01qr+0.02 .$$

Two million configurations were drawn from each state separately at 298.15 K, and $\Delta F=0.0175$ eV was found from the two phase-space sums. In the 23 gap intervals, each 5 meV wide, that were well populated in both samples, $F_1-F_0$ departed from $x$ by at most 0.86 meV. A straight line through the differences had slope 0.996. The remaining error is of the size expected from counting noise.

For the same model, $\sigma_i^2/2kT$ is 0.132 eV in the reactant and 0.118 eV in the product. Two equal parabolas would give equal values. The identity survives where the parabolas do not.

### Gaussian fluctuations

Now assume that the gap in the reactant is Gaussian, with mean $m_0$ and variance $\sigma^2$:

$$p_0(x)=\frac{1}{\sqrt{2\pi\sigma^2}}\exp\left[-\frac{(x-m_0)^2}{2\sigma^2}\right].$$

The product density is proportional to $p_0(x)e^{-\beta x}$. Collect the exponent over one denominator and complete the square:

$$-\frac{(x-m_0)^2+2\beta\sigma^2x}{2\sigma^2}
=-\frac{(x-m_0+\beta\sigma^2)^2}{2\sigma^2}-\beta m_0+\frac{\beta^2\sigma^2}{2}.$$

To check this, expand the square on the right. Besides $(x-m_0)^2$ it contains $2\beta\sigma^2(x-m_0)+\beta^2\sigma^4$. After division by $-2\sigma^2$ the extra terms are $-\beta x+\beta m_0-\beta^2\sigma^2/2$, and the two constants outside the square cancel the unwanted part.

The $x$-dependent factor shows that $p_1$ is Gaussian with the same variance and with mean

$$m_1=m_0-\beta\sigma^2 .$$

The constant factor is $\langle e^{-\beta X}\rangle_0$, so

$$\Delta F=m_0-\frac{\beta\sigma^2}{2}.$$

The expansion found above thus stops at its second term. Define the reorganization energy

$$\lambda=\frac{\beta\sigma^2}{2}=\frac{\sigma^2}{2kT}.$$

Then

$$m_0=\Delta F+\lambda,\qquad m_1=\Delta F-\lambda,\qquad \sigma^2=2\lambda kT .$$

Adding and subtracting the means gives $\Delta F=(m_0+m_1)/2$ and $\lambda=(m_0-m_1)/2$. The width of one distribution and the distance between the two are tied together.

### The parabolas

Insert the Gaussians into $F_i=A_i-kT\ln(wp_i)$. The quadratic term is $kT(x-m_i)^2/2\sigma^2=(x-m_i)^2/4\lambda$. The normalization gives $C=\tfrac12kT\ln(2\pi\sigma^2/w^2)$, the same for both states:

$$F_0(x)=A_0+C+\frac{(x-\Delta F-\lambda)^2}{4\lambda},$$

$$F_1(x)=A_1+C+\frac{(x-\Delta F+\lambda)^2}{4\lambda}.$$

These are the Marcus parabolas. Their difference is $\Delta F+4\lambda(x-\Delta F)/4\lambda=x$, as required.

The meaning of $\lambda$ follows from the reactant curve at the product's mean gap:

$$F_0(m_1)-F_0(m_0)=\frac{(2\lambda)^2}{4\lambda}=\lambda .$$

It is the free energy needed to bring the surroundings to the typical product gap while the electron stays in the metal.

The barrier is the climb from $m_0$ to the crossing:

$$F^\ddagger=F_0(0)-F_0(m_0)=\frac{(\lambda+\Delta F)^2}{4\lambda}.$$

Its limits are easy to read. With no driving force it is $\lambda/4$. At $\Delta F=-\lambda$ it vanishes, because the mean reactant gap is then zero. For still more negative $\Delta F$ it rises again, which is the inverted region. From the product side the climb is $(\lambda-\Delta F)^2/4\lambda$, and forward minus backward barrier is $4\lambda\Delta F/4\lambda=\Delta F$.

### Many modes

A polar liquid has many coordinates. Let mode $j$ have stiffness $\kappa_j$ in both states and displacement $d_j$. The gap is

$$X=\Delta F+\lambda-\sum_j\kappa_jd_jq_j,\qquad \lambda=\sum_j\frac{\kappa_jd_j^2}{2}.$$

The energy offset equals $\Delta F$ because equal stiffnesses give equal phase-space integrals. In the reactant the $q_j$ are independent Gaussians of variance $kT/\kappa_j$. Their linear sum is Gaussian, with variance $\sum_j\kappa_j^2d_j^2kT/\kappa_j=2\lambda kT$. The microscopic $\lambda$ is thus the one defined by the fluctuations.

The lowest point of the crossing surface gives the barrier a second meaning. Minimize $\sum_j\kappa_jq_j^2/2$ subject to $\sum_j\kappa_jd_jq_j=\lambda+\Delta F$. With a Lagrange multiplier $\mu$, $\kappa_jq_j=\mu\kappa_jd_j$, so $q_j=\mu d_j$. The constraint becomes $2\lambda\mu=\lambda+\Delta F$, and the energy is $\mu^2\lambda=(\lambda+\Delta F)^2/4\lambda$. A numerical minimization for three modes, with stiffnesses in the ratio 5:9:14, $\lambda=0.80$ eV and $\Delta F=-0.10$ eV, agreed with this barrier, 0.1531 eV, to within $10^{-6}$ eV.

## II. A couple beside gold, and the limits of the model

The symbols carried over are these. $X=H_1-H_0$ is the vertical gap, with state 0 having the electron in the metal and state 1 having it on the ion. $p_i$ is the gap density in state $i$, $\Delta F=A_1-A_0$, and $\beta=1/kT$. For classical nuclei

$$F_1(x)-F_0(x)=x,\qquad p_1(x)=p_0(x)e^{-\beta(x-\Delta F)} .$$

For a Gaussian gap the means are $m_0=\Delta F+\lambda$ and $m_1=\Delta F-\lambda$, both variances are $\sigma^2=2\lambda kT$, and the forward barrier is $(\lambda+\Delta F)^2/4\lambda$.

### One metal level

Consider a one-electron couple that keeps its bonds during the transfer and is held beside gold in water. Take $\lambda=0.80$ eV and $T=298.15$ K, so $kT=0.02569$ eV. Let $e>0$ be the elementary charge and $\eta$ the electrode potential measured from the value at which $\Delta F=0$. An electron has charge $-e$, so a shift $\eta$ changes its energy in the metal by $-e\eta$. State 0 contains that electron, hence

$$\Delta F=e\eta .$$

This assumes that the whole potential change acts between the metal and the ion. With $\eta=-0.10$ V, $\Delta F=-0.10$ eV, and reduction is favoured. The means and width are

$$m_0=-0.10+0.80=0.70\ \text{eV},\qquad m_1=-0.10-0.80=-0.90\ \text{eV},$$

$$\sigma=\sqrt{2(0.80)(0.02569)}\ \text{eV}=0.203\ \text{eV}.$$

The barriers are

$$\frac{0.70^2}{4(0.80)}=0.153\ \text{eV},\qquad \frac{0.90^2}{4(0.80)}=0.253\ \text{eV}.$$

The forward value is 14.8 kJ/mol. Its Boltzmann factor is $2.58\times10^{-3}$, and the gap density at the crossing is $p_0(0)=5.08\times10^{-3}\ \text{eV}^{-1}$.

The crossing lies $3.45\sigma$ from the reactant mean, and the product mean lies $7.89\sigma$ away. A histogram that looks Gaussian near its centre says little about either place. The Gaussian assumption concerns the tail.

### From gap density to rate

Let $V$ be a weak electronic coupling between the two states. For nuclei held at gap $x$, first-order perturbation theory gives the transfer probability after time $t$:

$$P(x,t)=\frac{V^2}{\hbar^2}\left|\int_0^tdt'\,e^{ixt'/\hbar}\right|^2=\frac{4V^2}{x^2}\sin^2\frac{xt}{2\hbar}.$$

As $t$ grows, this becomes a narrow peak at $x=0$. Since $\int dx\,\sin^2(ax)/x^2=\pi a$ for $a>0$, its area is $2\pi V^2t/\hbar$. Averaged over $p_0$, the peak gives a transfer probability that grows linearly with time. Its growth per unit time is the rate:

$$k_{0\to1}=\frac{2\pi V^2}{\hbar}\,p_0(0).$$

Gaps far from zero add a part of order $V^2/x^2$, which stays bounded and does not count as transfer. Because most configurations have such gaps, the rate must be read from the growth of $P$, not from $P/t$ at short times. In the example above, with the nuclei held still, the growth settles to this value within about 20 fs. The nuclei must stay nearly still for that long, and little transfer may occur. Fast modes do not meet the first condition and are treated separately below. This is the regime of slow nuclei and weak coupling.

For classical nuclei the two free-energy curves differ by exactly the gap, and for a Gaussian gap and weak coupling this fixes the barriers and the rate from a single metal level. It remains to include all levels of the metal and to examine what changes with unequal stiffness, quantum nuclei, finite coupling, temperature and a real interface.
